The Hypercharge Landau Pole and the Fate of the QED Pole

Extrapolate quantum electrodynamics to high energy and its coupling appears to become infinite. The energy at which this happens depends absurdly on what one puts in. With the electron as the only charged particle, the one-loop pole lies near 10^277 GeV. With all charged fermions of the Standard Model, starting at the weak scale, it lies near 10^35 GeV. Neither number describes the Standard Model. Both leave out charged particles: the first all but the electron, the second the W and the charged Higgs component. Adding them does not repair the estimate, because it still assumes that the photon remains a separate force at all energies. Above the weak scale it does not. The coupling that runs into a pole there is that of hypercharge, and its pole lies near 10^41 GeV.

## The estimate on the back of an envelope

I use units with ħ = c = 1 and the hypercharge convention Q = T3 + Y, where Q is the electric charge in units of the proton charge and T3 is the third component of weak isospin. The hypercharge coupling is g′, the weak isospin coupling is g, and

α_Y = g′²/4π,  α_2 = g²/4π,  α = e²/4π.

At one loop the inverse coupling falls linearly with the logarithm of the energy μ:

1/α_Y(μ) = 1/α_Y(μ₀) − (b_Y/2π) ln(μ/μ₀), b_Y = 41/6.

As round inputs take μ₀ = 91 GeV, 1/α = 128 and sin²θ_W = 0.23, where θ_W is the weak mixing angle. Since α_Y = α/cos²θ_W, as derived below,

1/α_Y(μ₀) = 128 × 0.77 = 98.56.

The slope is b_Y/2π = 1.0876 per unit of ln μ. The inverse coupling is used up after 98.56/1.0876 = 90.62 units, which is about 39.4 powers of ten. Starting from about 10² GeV, the pole is near 10^41 GeV.

Two things remain to be shown: where 41/6 comes from, and why this pole is the relevant one.

## Vacuum energy in a magnetic field

The running can be read from the energy of the vacuum in a weak, uniform magnetic field B. Absorb the coupling into the field, so that a particle of charge q feels qB and the classical energy density is B²/2g₀². Here g₀ stands for the coupling of whichever gauge field is considered, defined at a high cutoff energy Λ, and q is the corresponding charge, Y or T3. If the zero-point energies of charged fields add a term proportional to B², they change the coefficient 1/g₀², and hence the coupling seen at low energy.

Let qB > 0 and let the field point along z. Motion across the field is a harmonic oscillator, so the squared transverse momentum becomes (2n+1)qB with n = 0, 1, 2, … The spin adds a magnetic term:

E² = p_z² + m² + (2n+1)qB − 2sσqB, s = ±1.

Here σ is the size of the spin projection on the field: 0 for a scalar, 1/2 for a fermion, 1 for a transverse vector particle. The factor 2 has to be justified in two cases.

For a fermion, E² = (2S·π)² + m², where π is the kinetic momentum and S is half the vector of Pauli matrices. The components of π do not commute in a magnetic field, and multiplying out gives (2S·π)² = π² − 2qS·B. With S_z = ±1/2 this is the stated term.

For the charged W field w in a background isospin field F, the linearized Yang–Mills equation is

D^μ(D_μ w_ν − D_ν w_μ) + [w^μ, F_μν] = 0.

Impose D^μ w_μ = 0. Exchanging the two derivatives in the second term then leaves −[F_μν, w^μ]. The last term of the equation is the same expression, so

D² w_ν − 2[F_μν, w^μ] = 0.

In a magnetic field the combinations w_x ± i w_y diagonalize the last term and shift E² by ±2qB, as stated for σ = 1. The two other components of w_μ are unshifted. Their contribution is cancelled by the two ghost modes that gauge fixing requires, so two states with σ = 1 remain.

The number of states per unit area in each level is qB/2π. This agrees with free motion: neighbouring levels are separated by 2qB in squared transverse momentum, and a ring of that width contains π(2qB)/(2π)² = qB/2π states per area.

A complex field has a particle and an antiparticle for each mode, each with zero-point energy E/2. Together they give +E for a boson and −E for a fermion, written (−1)^F E with F = 0 or 1. Define the energy per length along z, for fixed u, by

f(u) = ∫ (dp/2π) √(p² + u) exp[−(p² + u)/Λ²].

The exponential is a smooth cutoff that depends on the energy alone. The energy density of one spin state is then

ε_B = (−1)^F (qB/2π) Σ_n f(m² + (2n+1)qB − 2sσqB).

## Extracting the logarithm

Let h = 2qB and a = m² − 2sσqB. The arguments of f are the midpoints of cells of width h that start at a. In a cell with centre c, a Taylor expansion gives

∫_cell f du = h f(c) + (h³/24) f″(c) + …

Add all cells and solve for the sum. To this order Σ h f″(c) is the integral of f″, which equals −f′(a) because f′ vanishes at infinity. Therefore

h Σ f(c) = ∫_a^∞ f du + (h²/24) f′(a) + …

and h²/24 = q²B²/6. The lower limit also depends on the field. With d = a − m²,

∫_a^∞ f du = ∫_{m²}^∞ f du − d f(m²) − (d²/2) f′(m²) + …

Average over s = ±1. The term linear in d cancels, and d² = 4σ²q²B². To order B², the sum for one spin state is therefore

h Σ f = ∫_{m²}^∞ f du + q²B² (1/6 − 2σ²) f′(m²).

The prefactor qB/2π times Σ equals 1/4π times hΣ. The first term on the right is the energy without a field and is subtracted:

ε_B − ε_0 = (−1)^F (q²B²/4π)(1/6 − 2σ²) f′(m²).

Differentiating the square root in f gives

f′(m²) = ∫ (dp/2π) 1/[2√(p² + m²)] × cutoff + constant = (1/2π) ln(Λ/m) + constant.

The integrand behaves as 1/|p| between m and Λ, which produces the logarithm. Differentiating the cutoff adds only a constant for m ≪ Λ. Keeping the logarithm,

ε_B − ε_0 = (−1)^F (1/3 − 4σ²) (q²B²/16π²) ln(Λ/m).

The expansion requires qB ≪ m² ≪ Λ². The first condition also keeps E² positive in the lowest W level, where the spin term outweighs the orbital one.

Now sum over all charged states and add the classical energy. The coefficient of B²/2 is the inverse squared coupling at the low scale:

1/g²(m) = 1/g₀² + (b/8π²) ln(Λ/m),

b = Σ (−1)^F (1/3 − 4σ²) q².

Multiply by 4π. At fixed low-energy coupling, or equally between any two scales, this says

d(1/α)/d ln μ = −b/2π.

In a process with momentum μ far above the particle masses, μ takes over from m as the lower end of the logarithm. The difference is a constant, which does not affect the slope.

The two terms in b have a direct meaning. The term 1/3 comes from orbital motion, which raises the vacuum energy of a boson in a field. A positive contribution increases 1/g² at low energy: the charge is screened at long distance and grows at short distance. The term −4σ² comes from the alignment of spins and has the opposite sign. For fermions both signs are reversed, and since the spin term is larger, fermions screen. For vector bosons the spin term wins without reversal, and they antiscreen.

## Counting the charges

The weights follow from b:

complex scalar: 1/3

Dirac fermion: −2(1/3 − 1) = 4/3

transverse W pair: 2(1/3 − 4) = −22/3.

A Dirac fermion consists of a left-handed and a right-handed Weyl fermion. They are mirror images and contribute equally, so each has weight 2/3. This separation is needed because the two hands carry different hypercharges. It is legitimate for the logarithm, which comes from momenta far above the masses, where the two hands propagate independently.

For one generation the sum of Y², including three colours, is

quark doublet: 6 × (1/6)² = 1/6

right-handed up quark: 3 × (2/3)² = 4/3

right-handed down quark: 3 × (1/3)² = 1/3

lepton doublet: 2 × (1/2)² = 1/2

right-handed electron: 1² = 1.

The total is 10/3. Three generations give 3 × (2/3) × (10/3) = 20/3. The Higgs doublet has two complex components with Y = 1/2 and gives (1/3) × 2 × (1/4) = 1/6. The W has no hypercharge. Hence

b_Y = 20/3 + 1/6 = 41/6.

For isospin, put the background field along the third direction, so that the charge is T3. By the SU(2) symmetry every other direction gives the same result. Each generation has four left-handed doublets (three quark colours and one lepton), and each has ΣT3² = 1/2. The fermions give (2/3) × 3 × 4 × (1/2) = 4, the Higgs gives 1/6, and the W pair gives −22/3:

b_2 = 4 + 1/6 − 22/3 = −19/6.

The sign is negative, so α_2 decreases with energy and has no pole in the upward direction at this order.

The value 41/6 depends on the normalization of Y, but the pole does not. If every Y is multiplied by a factor r, the product g′Y must stay fixed, so α_Y is divided by r² while b_Y is multiplied by r². The product b_Y α_Y, which sets the pole, is unchanged.

## What the photon becomes

Let W³ be the third isospin potential and X the hypercharge potential. A particle couples to gT3W³ + g′YX. The component of the Higgs field with a vacuum value has T3 = −1/2 and Y = 1/2, so the mass term is proportional to (gW³ − g′X)². The photon A is the normalized combination for which this vanishes:

W³ = A g′/√(g² + g′²), X = A g/√(g² + g′²).

Inserting this in the coupling gives

gT3W³ + g′YX = [gg′/√(g² + g′²)] (T3 + Y) A.

The bracket is the electric coupling e. Squaring and inverting,

1/e² = 1/g² + 1/g′², or 1/α = 1/α_2 + 1/α_Y.

With sin θ_W = g′/√(g² + g′²), this means e = g sin θ_W = g′ cos θ_W, so α_2 = α/sin²θ_W and α_Y = α/cos²θ_W.

The change from electric charge to hypercharge can be seen in the force between two right-handed electrons. They have T3 = 0 and Y = −1, so they couple to X alone. In terms of the mass states, X = A cos θ_W − Z sin θ_W. The squared coupling to the photon is g′²cos²θ_W = e², and that to the Z is g′²sin²θ_W = e²tan²θ_W. At spacelike momentum k, the two exchanges add to a strength

α_eff(k) = α [1 + tan²θ_W k²/(k² + M_Z²)],

where the factor 1/k² of a massless exchange has been removed. For k ≪ M_Z the Z term disappears and the strength is α. For k ≫ M_Z it is α(1 + tan²θ_W) = α/cos²θ_W = α_Y.

With the couplings held at their round input values and M_Z = 91 GeV, 1/α_eff is

128.00 at k = 1 GeV

111.37 at k = 91 GeV

98.75 at k = 1000 GeV

98.56 at k = 10000 GeV.

This change is due to the Z joining the photon, not to running, which was switched off here. Well above 91 GeV a right-handed electron responds to hypercharge, and "photon exchange" is just one part of the force.

## Why the hypercharge pole comes first

The running formula gives

Λ_Y = μ₀ exp[2π/(b_Y α_Y(μ₀))].

With the inputs above, the exponent is 98.56/1.0876 = 90.62, and

log₁₀(Λ_Y/GeV) = 41.32,

Λ_Y ≈ 2 × 10^41 GeV = 2 × 10^50 eV.

What has happened to the electric coupling there? Start from 1/α_2(μ₀) = 128 × 0.23 = 29.44. Because b_2 is negative, this grows:

1/α_2(Λ_Y) = 29.44 + (19/12π) × 90.62 = 75.11.

As 1/α_Y goes to zero, the relation 1/α = 1/α_2 + 1/α_Y leaves α = α_2 = 1/75.11. The combination called the electric coupling is still small and finite when the hypercharge coupling diverges.

The argument does not depend on these particular inputs. Below Λ_Y both terms in 1/α are positive, and 1/α_2 stays positive at Λ_Y. Their sum therefore cannot vanish before 1/α_Y does. Within one-loop running, a pole of e cannot precede the pole of g′. This is the sense in which the hypercharge pole replaces the QED pole.

## Comparison with the photon-only extrapolations

The electric coupling has its own slope, found by using Q as the charge. For one generation ΣQ² = 3 × (4/9) + 3 × (1/9) + 1 = 8/3, so the fermions give (4/3) × 3 × (8/3) = 32/3. The charged Higgs component, which becomes the longitudinal W below the weak scale, gives 1/3. The transverse W pair gives −22/3. The total is

b_Q = 32/3 + 1/3 − 22/3 = 11/3.

This equals b_Y + b_2 = 41/6 − 19/6, as the relation between the inverse couplings demands. The cross term 2T3Y in Q² drops out because the two members of a doublet have equal Y and opposite T3, while the W has Y = 0.

Three QED-like scales can now be compared with Λ_Y.

With the electron alone, b = 4/3. Starting at the electron mass, 5.11 × 10^−4 GeV, with 1/α = 137.036, the pole is at 10^277.2 GeV. The digit after the point depends on the constant beside the logarithm: the pole of the one-loop photon propagator at spacelike momentum lies a factor exp(5/6) higher, at 10^277.5 GeV. The slope is far too small because all other charged particles are missing.

With all fermions but no W or Higgs, b = 32/3. Starting at 91 GeV with 1/α = 128, the pole is at 10^34.7 GeV. This comes before Λ_Y, but it is an artefact: the antiscreening by the W has been omitted in a region where the W is light compared with the energy.

With the full b_Q = 11/3, the straight line for 1/α reaches zero at 10^97.2 GeV. This is not a prediction either. The line is the sum of two lines, and one of them, 1/α_Y, has already become negative beyond Λ_Y, where no real coupling g′ corresponds to it.

## How far the estimate can be trusted

The exponent is large, so small changes in the slope matter. A slope larger by 1% lowers log₁₀ Λ_Y by 0.39, which is a factor of about 2.5 in energy. The Higgs doublet shows the effect: without it b_Y would be 20/3, about 2.4% smaller, and the pole would move up by roughly one power of ten.

Thresholds matter less. If a particle contributing δb to b_Y enters at rμ₀ instead of μ₀, the exponent grows by (δb/b_Y) ln r. For particles with masses of a few hundred GeV or less this is a small part of a power of ten. Two-loop terms in the running of the gauge couplings, including those from the strong and top Yukawa couplings, are not derived here. With their standard coefficients the pole moves down by about half a power of ten, to roughly 10^40.8 GeV. The result is therefore an order of magnitude: neither the digits of 41.32 after the point nor the factor 2 in 2 × 10^41 GeV has physical significance.

The pole itself is outside the range of the formula that produces it. One-loop running assumes a small coupling, but α_Y reaches 1 at an energy only 2.51 times below Λ_Y. This factor is exp(2π/b_Y), since 1/α_Y has then one unit left to fall. On a logarithmic scale the loss of control comes very late, but it does come before the divergence. The calculation shows that weak coupling fails near 10^41 GeV if nothing else intervenes; it does not show that a physical quantity becomes infinite.

Something else may well intervene. At the Planck scale, 1.22 × 10^19 GeV, gravity can no longer be assumed negligible, and it has been left out. There 1/α_Y is still 55.67, so hypercharge is weakly coupled. The pole lies about 22 powers of ten higher. New particles with hypercharge would also change the slope, if they are lighter than the pole energy: additional scalars or fermions of this kind increase b_Y and bring the pole down. An electrically charged particle with Y = 0 leaves b_Y unchanged. If hypercharge becomes part of a larger non-Abelian group at some lower energy, its separate running ends there, and this extrapolation no longer applies.
